# Koopmans tuning of polarons needs finite-size corrections, including the neutral cell: a numerical check

```python
"""Finite-size drift of a Koopmans-tuned parameter for an electron polaron.

Result under test: with M = alpha_M e^2/(4 pi eps0 L), the corrections
(isolated minus periodic) of the charged energy E1, the neutral energy E0 at
the polaron geometry, the occupied level e1 and the empty level e0 are
  M/(2 es), (M/2)(1/ei - 1/es), M/es, -M(1/ei - 1/es),
so tuning a to e1 = e0 without corrections gives a wrong a that drifts with L,
or no solution at all when M/ei exceeds the level difference a can open.
Symbols: ei, es = high-frequency and static relative permittivity; L = cubic
cell side; a = fraction of exact exchange; f = occupation; P = orbital density
matrix; U = ionic polarization charge in the same density basis.
Energies are in eV and lengths in nm. Orbitals are combinations of s Gaussians,
and overlap between orbitals of different cells is neglected; tuning therefore
admits only polarons with an rms radius below L/5.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

ei, es, mass = 2.5, 10.0, 6.0
pekar = 1 / ei - 1 / es
C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
kin = sc.hbar**2 / (2 * mass * sc.m_e) / sc.e * 1e18

# Gaussian basis, orthonormalized; diffuse enough for wide polarons at small a
expo = 2.0 * 2.1 ** np.arange(8)
nb = len(expo)
psum = expo[:, None] + expo[None, :]
norm = (2 * expo / np.pi) ** 0.75
S = np.outer(norm, norm) * (np.pi / psum) ** 1.5
X = np.linalg.inv(np.linalg.cholesky(S)).T
T = X.T @ (kin * 6 * np.outer(expo, expo) / psum * S) @ X
R2 = X.T @ (1.5 / psum * S) @ X
XX = np.kron(X, X)
width = 1 / (4 * psum.ravel())
s_pairs = width[:, None] + width[None, :]

# number of integer vectors with squared length m
size = 500000
counts = np.zeros(size)
counts[0] = 1
for _ in range(3):
    new = counts.copy()
    for k in range(1, int(np.sqrt(size - 1)) + 1):
        new[k * k:] += 2 * counts[:size - k * k]
    counts = new


def lattice_sum(s, L):
    """(4 pi/L^3) sum over G != 0 of exp(-s G^2)/G^2."""
    g = (2 * np.pi / L) ** 2
    cut = int(36 / (s * g)) + 2
    assert cut < size
    G2 = g * np.arange(1, cut)
    return 4 * np.pi / L**3 * np.sum(counts[1:cut] * np.exp(-s * G2) / G2)


def coulomb(L=None):
    """Coulomb matrix between pair densities; L=None means isolated."""
    if L is None:
        F = 1 / np.sqrt(np.pi * s_pairs)
    else:
        u, inv = np.unique(s_pairs, return_inverse=True)
        F = np.array([lattice_sum(s, L) for s in u])[inv].reshape(s_pairs.shape)
    V = C * np.outer(S.ravel(), S.ravel()) * F
    return XX.T @ V @ XX


Viso = coulomb()
start = np.linalg.solve(X, np.eye(nb)[4])
P_start = np.outer(start, start).ravel() / (start @ start)


def energy(f, P, U, a, V):
    d = f * P - U
    return (f * (T.ravel() @ P) + d @ V @ d / (2 * ei)
            + U @ V @ U / (2 * (es - ei)) - a * f * f / 2 * (P @ Viso @ P))


def scf(f, a, V, U=None):
    """Self-consistent orbital; U=None relaxes the lattice to the electron."""
    mix = 1.0 if f == 0 else (1.3 if U is None else 0.8)
    P = P_start.copy()
    for _ in range(3000):
        Unow = (1 - ei / es) * P if U is None else U
        pot = V @ (f * P - Unow) / ei - a * f * (Viso @ P)
        h = T + pot.reshape(nb, nb)
        w, c = np.linalg.eigh((h + h.T) / 2)
        Pnew = np.outer(c[:, 0], c[:, 0]).ravel()
        if np.max(np.abs(Pnew - P)) < 1e-11:
            Unow = (1 - ei / es) * Pnew if U is None else U
            return Pnew, Unow, energy(f, Pnew, Unow, a, V), w[0]
        P = P + mix * (Pnew - P)
    raise RuntimeError("orbital not converged")


def levels(a, V, U=None):
    """E1, E0, e1, e0, all at the same geometry."""
    P, U, E1, e1 = scf(1.0, a, V, U)
    _, _, E0, e0 = scf(0.0, a, V, U)
    return np.array([E1, E0, e1, e0])


criteria = {"e1=e0": lambda v: v[2] - v[3],
            "E1-E0=e0": lambda v: v[0] - v[1] - v[3],
            "E1-E0=e1": lambda v: v[2] - v[0] + v[1]}

sizes = [1.2, 1.6, 2.4, 4.8, 9.6, 19.2]
V = {L: coulomb(L) for L in sizes}


def tune(L, shift, crit="e1=e0", U=None):
    """First compliant a met when a is lowered from 0.5 towards 0.2.

    Returns nan if none is met before the polaron outgrows the cell."""
    def g(a):
        return criteria[crit](levels(a, V[L], U) + shift)
    hi = 0.5
    assert g(hi) < 0
    for lo in np.linspace(0.49, 0.20, 30):
        if np.sqrt(R2.ravel() @ scf(1.0, lo, V[L], U)[0]) > L / 5:
            return np.nan
        if g(lo) > 0:
            return brentq(g, lo, hi, xtol=1e-11)
        hi = lo
    return np.nan


# Madelung constant from the lattice sum; it must not depend on charge width
alphas = [1 / np.sqrt(np.pi * s) + 4 * np.pi * s - lattice_sum(s, 1.0)
          for s in (0.01, 0.005)]
assert abs(alphas[0] - alphas[1]) < 1e-8
alpha = alphas[1]


def corrections(L):
    M = alpha * C / L
    return np.array([M / (2 * es), M * pekar / 2, M / es, -M * pekar])


def cubic(radius2, L):
    """Size of the next term, of order 1/L^3, in the self-interaction."""
    return C * 4 * np.pi * radius2 / (3 * L**3)


# isolated polaron, checked by a radial finite-difference solution
a_inf = 1 / ei
P_iso, U_iso, E_iso, e_iso = scf(1.0, a_inf, Viso)
J = P_iso @ Viso @ P_iso
T_iso = T.ravel() @ P_iso
r2 = R2.ravel() @ P_iso
step = 0.001
r = step * np.arange(1, 1201)
dens = r**2 * np.exp(-80 * r**2)
dens /= dens.sum() * step
for _ in range(120):
    inside = (np.cumsum(dens) - dens / 2) * step
    outer = dens / r * step
    phi = inside / r + outer[::-1].cumsum()[::-1] - outer / 2
    w, u = eigh_tridiagonal(2 * kin / step**2 - pekar * C * phi,
                            -kin / step**2 * np.ones(len(r) - 1),
                            select="i", select_range=(0, 0))
    dens = u[:, 0] ** 2 / step
J_rad = C * np.sum(dens * phi) * step
E_rad = w[0] + pekar * J_rad / 2
assert abs(E_iso / E_rad - 1) < 1e-3 and abs(J / J_rad - 1) < 3e-3
assert abs(T_iso / -E_iso - 1) < 2e-3

# isolated compliance of all criteria at a = 1/ei
iso = levels(a_inf, Viso)
assert all(abs(c(iso)) < 1e-7 for c in criteria.values())
# formation energy scales as (a - 1/es)^2, also for the widest polaron used
for a_test, tol in ((0.32, 3e-3), (0.20, 1.5e-2)):
    E_test = scf(1.0, a_test, Viso)[2]
    assert abs(E_test / E_iso / ((a_test - 1 / es) / pekar) ** 2 - 1) < tol

# the ionic charge used is the minimum of the energy functional
P, U, E, _ = scf(1.0, a_inf, V[1.6])
rng = np.random.default_rng(1)
for _ in range(5):
    d = rng.normal(size=(nb, nb))
    d = 0.01 * (d + d.T).ravel()
    up, down = (energy(1.0, P, U + k * d, a_inf, V[1.6]) for k in (1, -1))
    assert abs(up - down) < 1e-7 and up > E and down > E
# level equals dE/df at fixed geometry
h = 1e-3
slope = (scf(0.5 + h, 0.3, V[1.6], U)[2] - scf(0.5 - h, 0.3, V[1.6], U)[2]) / (2 * h)
assert abs(slope - scf(0.5, 0.3, V[1.6], U)[3]) < 1e-5

# the four finite-size errors against their formulas
found = {}
for L in sizes:
    found[L] = iso - levels(a_inf, V[L])
    assert np.all(np.abs(found[L] - corrections(L)) < cubic(r2, L))
rest = (corrections(2.4) - found[2.4])[0]
assert abs(rest / (cubic(r2, 2.4) / (2 * es)) - 1) < 0.03

# largest level difference that lowering a can open in the isolated limit
scan = np.linspace(0.20, 0.40, 21)
opened = [criteria["e1=e0"](levels(a, Viso)) for a in scan]
gap_max, a_gap_max = max(opened), scan[int(np.argmax(opened))]
assert scan[0] < a_gap_max < scan[-1]

# tuning: raw, charged-cell corrections only, all corrections, frozen geometry
only_charged = np.array([1, 0, 1, 0])
raw, part, full, frozen, E_raw, gap = {}, {}, {}, {}, {}, {}
for L in sizes:
    need = alpha * C / (ei * L)
    raw[L] = tune(L, 0)
    part[L] = tune(L, corrections(L) * only_charged)
    full[L] = tune(L, corrections(L))
    frozen[L] = tune(L, 0, U=U_iso)
    assert abs(full[L] - a_inf) * J < cubic(r2, L)
    if gap_max > need:
        assert np.isfinite([raw[L], part[L], frozen[L]]).all()
    if np.isfinite(raw[L]):
        assert raw[L] < frozen[L] < a_inf and raw[L] < part[L] < a_inf
        v = levels(raw[L], Viso)
        E_raw[L], gap[L] = v[0], v[2] - v[3]
        wide = R2.ravel() @ scf(1.0, raw[L], Viso)[0]
        assert abs(gap[L] - need) < cubic(wide, L)
# the smallest cell has no raw solution, because its error is too large
assert np.isnan(raw[1.2]) and gap_max < alpha * C / (ei * 1.2)
assert np.isfinite(raw[2.4])


def leading(t):
    """Coefficient of 1/L, with the 1/L^2 and 1/L^3 terms removed."""
    D = [L * (t[L] - a_inf) for L in (4.8, 9.6, 19.2)]
    return (8 * D[2] - 6 * D[1] + D[0]) / 3


law = -alpha * C / (ei * J)
assert abs(leading(raw) / law - 1) < 0.015
assert abs(leading(frozen) / law - 1) < 0.015
assert abs(leading(part) / leading(raw) - (1 - ei / es)) < 0.015

Lc = 2.4
crit_raw = {c: tune(Lc, 0, c) for c in criteria}
crit_full = {c: tune(Lc, corrections(Lc), c) for c in criteria}
assert all(x < a_inf - 0.02 for x in crit_raw.values())
assert all(abs(x - a_inf) < 0.004 for x in crit_full.values())


def show(x):
    return f"{x:.4f}" if np.isfinite(x) else "none"


print(f"inputs: mass {mass:.1f} m_e, eps_inf {ei:.1f}, eps_s {es:.1f}")
print(f"1/eps_inf - 1/eps_s = {pekar:.3f}; ionic charge left = {1 - ei/es:.3f} e")
print(f"Madelung constant, simple cubic = {alpha:.6f}")
print(f"e^2/(4 pi eps0) = {C:.5f} eV nm")
print(f"isolated: a = {a_inf:.4f}, formation energy = {E_iso:.4f} eV")
print(f"isolated: radial-grid formation energy = {E_rad:.4f} eV")
print(f"isolated: kinetic {T_iso:.4f} eV, J {J:.3f} eV, level {e_iso:.4f} eV")
print(f"isolated: rms radius = {np.sqrt(r2):.4f} nm")
print(f"isolated: neutral distorted energy E0 = {iso[1]:.4f} eV")
print("isolated minus periodic at a = 1/eps_inf, in eV: E1, E0, e1, e0")
for L in sizes[:4]:
    print(f" L {L:.1f} nm computed " + " ".join(f"{x:8.4f}" for x in found[L]))
    print(f" L {L:.1f} nm formula  " + " ".join(f"{x:8.4f}" for x in corrections(L)))
print("tuned a (rms radius < L/5): raw, charged-only, all, raw frozen geom.")
for L in sizes:
    print(f" L {L:.1f} nm: " + "  ".join(show(t[L]) for t in (raw, part, full, frozen)))
print(f"largest isolated e1-e0 = {gap_max:.4f} eV, at a = {a_gap_max:.2f}")
print("level error M/eps_inf, and leading-order raw a from the 1/L law")
for L in sizes:
    print(f" L {L:.1f} nm: {alpha*C/(ei*L):.4f} eV, {a_inf + law/L:.4f}")
print("raw a used in the isolated limit: formation energy, e1-e0")
for L in E_raw:
    print(f" L {L:.1f} nm: {E_raw[L]:.4f} eV, {gap[L]:.4f} eV")
print(f"1/L coefficient of a: law {law:.5f} nm, raw {leading(raw):.5f} nm")
print(f"1/L coefficient, charged-only corrected = {leading(part):.5f} nm")
print(f"ratio charged-only/raw = {leading(part)/leading(raw):.4f}")
print(f"criteria at L = {Lc:.1f} nm: a raw, a all corrected")
for c in criteria:
    print(f" {c}: {crit_raw[c]:.4f} {crit_full[c]:.4f}")
print("all good")
```

Running it gives:

```
inputs: mass 6.0 m_e, eps_inf 2.5, eps_s 10.0
1/eps_inf - 1/eps_s = 0.300; ionic charge left = 0.750 e
Madelung constant, simple cubic = 2.837297
e^2/(4 pi eps0) = 1.43996 eV nm
isolated: a = 0.4000, formation energy = -0.7973 eV
isolated: radial-grid formation energy = -0.7973 eV
isolated: kinetic 0.7973 eV, J 10.630 eV, level -2.3918 eV
isolated: rms radius = 0.1363 nm
isolated: neutral distorted energy E0 = 1.5945 eV
isolated minus periodic at a = 1/eps_inf, in eV: E1, E0, e1, e0
 L 1.2 nm computed   0.1670   0.4947   0.3404  -0.9956
 L 1.2 nm formula    0.1702   0.5107   0.3405  -1.0214
 L 1.6 nm computed   0.1263   0.3762   0.2553  -0.7551
 L 1.6 nm formula    0.1277   0.3830   0.2554  -0.7661
 L 2.4 nm computed   0.0847   0.2533   0.1702  -0.5075
 L 2.4 nm formula    0.0851   0.2554   0.1702  -0.5107
 L 4.8 nm computed   0.0425   0.1274   0.0851  -0.2549
 L 4.8 nm formula    0.0426   0.1277   0.0851  -0.2554
tuned a (rms radius < L/5): raw, charged-only, all, raw frozen geom.
 L 1.2 nm: none  none  0.4024  0.2542
 L 1.6 nm: none  0.3000  0.4010  0.2939
 L 2.4 nm: 0.3143  0.3425  0.4003  0.3315
 L 4.8 nm: 0.3642  0.3740  0.4000  0.3669
 L 9.6 nm: 0.3831  0.3875  0.4000  0.3837
 L 19.2 nm: 0.3918  0.3939  0.4000  0.3919
largest isolated e1-e0 = 0.8583 eV, at a = 0.24
level error M/eps_inf, and leading-order raw a from the 1/L law
 L 1.2 nm: 1.3619 eV, 0.2719
 L 1.6 nm: 1.0214 eV, 0.3039
 L 2.4 nm: 0.6809 eV, 0.3359
 L 4.8 nm: 0.3405 eV, 0.3680
 L 9.6 nm: 0.1702 eV, 0.3840
 L 19.2 nm: 0.0851 eV, 0.3920
raw a used in the isolated limit: formation energy, e1-e0
 L 2.4 nm: -0.4068 eV, 0.6741 eV
 L 4.8 nm: -0.6182 eV, 0.3399 eV
 L 9.6 nm: -0.7102 eV, 0.1702 eV
 L 19.2 nm: -0.7542 eV, 0.0851 eV
1/L coefficient of a: law -0.15374 nm, raw -0.15387 nm
1/L coefficient, charged-only corrected = -0.11533 nm
ratio charged-only/raw = 0.7495
criteria at L = 2.4 nm: a raw, a all corrected
 e1=e0: 0.3143 0.4003
 E1-E0=e0: 0.3182 0.4003
 E1-E0=e1: 0.3092 0.4003
all good
```
